**Numerical test of Wegner's flow and the regularized second-order energy**

The program tests the first-order law $V_{ij}(s)=V_{ij}e^{-s(E_i-E_j)^2}$ and the energy $E^{(2)}(s)=\sum_j|V_{0j}|^2(1-e^{-2s\Delta_j^2})/\Delta_j$. Here $E_i$ are the eigenvalues of $H_0$, $V$ is the perturbation, $\Delta_j=E_0-E_j$ is the gap from the reference, and $s$ is the flow parameter. It integrates the full flow for a random complex Hermitian model, extracts the first and second orders in the perturbation, and asserts that they agree with the formulas. It asserts the same second-order energy for a numerically solved driven transformation with a fixed source, and tests the orbital form with three fermions in six spin orbitals. Further assertions cover the infinite-$s$ limit, the largest regularized factor and the two-level flow. In the four-state example, the unregularized energy is −54.27 mEh, while the lowest eigenvalue is −25.34 mEh. At $s=1$ Eh⁻² the regularized energy is −6.22 mEh, but the nonlinear fixed-source solution gives −2.25 mEh, so agreement at second order does not carry over to the full solution. A two-state reference with the unregularized correction gives −25.08 mEh.

## Numerical verification

```python
# RESULT UNDER TEST
# Wegner flow dH/ds = [eta, H], eta = [H_d, H_od], for H = H0 + lambda*V:
#   first order : V_ij(s) = V_ij exp(-s (E_i-E_j)^2)
#   second order: E2(s) = sum_j |V_0j|^2 (1-exp(-2 s D_j^2))/D_j, D_j = E_0-E_j
# The driven similarity renormalization group (DSRG) with the source
# V_j0 exp(-s D_j^2) has the same second-order energy.
# E_i: eigenvalues of H0; s: flow parameter (1/energy^2); state 0: reference.
# Energies are in hartree (Eh) unless a printed label says mEh or eV.
import itertools
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import root, brentq
from scipy.constants import physical_constants

EV_PER_HARTREE = physical_constants["Hartree energy in eV"][0]


def wegner_flow(h_start, s_values, od_mask=None, method="DOP853",
                rtol=1e-12, atol=1e-14):
    """Integrate the full flow; return H at each requested s."""
    n = len(h_start)
    if od_mask is None:
        od_mask = ~np.eye(n, dtype=bool)

    def rhs(_, y):
        h = y.reshape(n, n)
        h_od = np.where(od_mask, h, 0.0)
        h_d = h - h_od
        eta = h_d @ h_od - h_od @ h_d
        return (eta @ h - h @ eta).ravel()

    sol = solve_ivp(rhs, (0.0, max(s_values)), h_start.ravel(),
                    t_eval=s_values, method=method, rtol=rtol, atol=atol)
    assert sol.success
    return [sol.y[:, k].reshape(n, n) for k in range(len(s_values))]


def regularized_terms(couplings, gaps, s):
    """Derived second-order terms; gaps are E_0 - E_j."""
    return np.abs(couplings)**2 * (-np.expm1(-2*s*gaps**2)) / gaps


def dsrg_solve(levels, v, s):
    """Solve the nonlinear DSRG condition with A coupling 0 to each j."""
    h = np.diag(levels) + v
    n = len(levels)
    scale = np.max(np.abs(v[1:, 0]))
    source = v[1:, 0] * np.exp(-s*(levels[0]-levels[1:])**2)

    def transformed(x):
        t = scale * (x[:n-1] + 1j*x[n-1:])
        a = np.zeros((n, n), dtype=complex)
        a[1:, 0] = t
        a[0, 1:] = -t.conj()
        u = expm(a)
        return u.conj().T @ h @ u, t

    def residual(x):
        r = (transformed(x)[0][1:, 0] - source) / scale
        return np.concatenate([r.real, r.imag])

    sol = root(residual, np.zeros(2*(n-1)), tol=1e-13)
    assert np.max(np.abs(residual(sol.x))) < 1e-9
    hbar, t = transformed(sol.x)
    return hbar[0, 0].real, t


def orders(values, zero, lam):
    """First and second Taylor coefficients from values at +-lam, +-2lam."""
    p1, m1, p2, m2 = values
    first = (4*(p1-m1)/(2*lam) - (p2-m2)/(4*lam)) / 3
    second = (4*(p1+m1-2*zero)/(2*lam**2)
              - (p2+m2-2*zero)/(8*lam**2)) / 3
    return first, second


# ---- general complex Hermitian perturbation, one level below the reference
rng = np.random.default_rng(7)
levels = np.array([0.0, -0.5, 0.4, 1.1, 1.8])
n_lev = len(levels)
raw = rng.normal(size=(n_lev, n_lev)) + 1j*rng.normal(size=(n_lev, n_lev))
v_test = 0.1 * (raw + raw.conj().T)
s_test, lam = 1.3, 0.005
lams = [lam, -lam, 2*lam, -2*lam]
h_zero = np.diag(levels).astype(complex)
gap_matrix = levels[:, None] - levels[None, :]
off = ~np.eye(n_lev, dtype=bool)

flowed = [wegner_flow(h_zero + x*v_test, [s_test])[0] for x in lams]
first, second = orders(flowed, h_zero, lam)
err_decay = np.max(np.abs(first - v_test*np.exp(-s_test*gap_matrix**2)))
assert err_decay < 1e-5
err_energy = 0.0
for i in range(n_lev):
    others = np.arange(n_lev) != i
    formula = regularized_terms(v_test[i, others], gap_matrix[i, others],
                                s_test).sum()
    err_energy = max(err_energy, abs(second[i, i] - formula))
assert err_energy < 1e-5

# only the couplings of the reference are called off-diagonal
ref_mask = np.zeros((n_lev, n_lev), dtype=bool)
ref_mask[0, 1:] = ref_mask[1:, 0] = True
flowed_ref = [wegner_flow(h_zero + x*v_test, [s_test], ref_mask)[0]
              for x in lams]
first_ref, second_ref = orders(flowed_ref, h_zero, lam)
expected = np.where(ref_mask, v_test*np.exp(-s_test*gap_matrix**2), v_test)
assert np.max(np.abs(first_ref - expected)) < 1e-5
e2_test = regularized_terms(v_test[0, 1:], gap_matrix[0, 1:], s_test).sum()
assert abs(second_ref[0, 0] - e2_test) < 1e-5

# nonlinear DSRG: amplitudes at first order, energy at second order
solutions = [dsrg_solve(levels, x*v_test, s_test) for x in lams]
_, e2_dsrg = orders([z[0] for z in solutions], levels[0], lam)
t_first, _ = orders([z[1] for z in solutions], 0.0, lam)
gaps0 = levels[0] - levels[1:]
t_formula = v_test[1:, 0]*(1-np.exp(-s_test*gaps0**2))/gaps0
err_amp = np.max(np.abs(t_first - t_formula))
assert err_amp < 1e-5
assert abs(e2_dsrg - e2_test) < 1e-5

# infinite s: second-order coefficient of the exact eigenvalue
ref_rank = int(np.argsort(np.argsort(levels))[0])
eigs = [np.linalg.eigvalsh(h_zero + x*v_test)[ref_rank] for x in lams]
_, e2_exact_series = orders(eigs, levels[0], lam)
assert abs(e2_exact_series
           - np.sum(np.abs(v_test[0, 1:])**2/gaps0)) < 1e-5

# unitarity of the full flow at full coupling
h_full = h_zero + v_test
h_later = wegner_flow(h_full, [s_test])[0]
assert np.allclose(np.linalg.eigvalsh(h_later), np.linalg.eigvalsh(h_full),
                   atol=1e-9)

# ---- orbital form: 3 fermions in 6 spin orbitals, explicit operators
n_orb, n_occ = 6, 3
orb_e = np.array([-1.0, -0.8, -0.5, 0.2, 0.5, 0.9])
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annih = []
for p in range(n_orb):
    op = np.eye(1)
    for q in range(n_orb):
        op = np.kron(op, parity if q < p else lower if q == p else np.eye(2))
    annih.append(op)
create = [a.T for a in annih]
f_od = 0.05*rng.normal(size=(n_orb, n_orb))
f_od = f_od + f_od.T
np.fill_diagonal(f_od, 0.0)
g = 0.08*rng.normal(size=(n_orb,)*4)
g = g - g.transpose(1, 0, 2, 3)
g = g - g.transpose(0, 1, 3, 2)
g = 0.5*(g + g.transpose(2, 3, 0, 1))      # <pq||rs>
one_body = f_od - np.einsum("piqi->pq", g[:, :n_occ, :, :n_occ])
h0_op = sum(orb_e[p]*create[p] @ annih[p] for p in range(n_orb))
v_op = sum(one_body[p, q]*create[p] @ annih[q]
           for p in range(n_orb) for q in range(n_orb))
pairs = list(itertools.combinations(range(n_orb), 2))
for p, q in pairs:
    right = sum(g[p, q, r, t]*annih[t] @ annih[r] for r, t in pairs)
    v_op = v_op + create[p] @ create[q] @ right
number = np.diag(sum(create[p] @ annih[p] for p in range(n_orb)))
keep = np.where(np.isclose(number, n_occ))[0]
ref_bits = sum(2**(n_orb-1-p) for p in range(n_occ))
ref = int(np.where(keep == ref_bits)[0][0])
h0_det = h0_op[np.ix_(keep, keep)]
h0_det = h0_det - h0_det[ref, ref]*np.eye(len(keep))
v_det = v_op[np.ix_(keep, keep)]
s_orb = 0.8
det_e = [wegner_flow(h0_det + x*v_det, [s_orb])[0][ref, ref] for x in lams]
_, e2_det = orders(det_e, 0.0, lam)
e2_orb = 0.0
for i in range(n_occ):
    for a in range(n_occ, n_orb):
        e2_orb += regularized_terms(f_od[i, a], orb_e[i]-orb_e[a], s_orb)
for i, j in itertools.combinations(range(n_occ), 2):
    for a, b in itertools.combinations(range(n_occ, n_orb), 2):
        e2_orb += regularized_terms(
            g[i, j, a, b], orb_e[i]+orb_e[j]-orb_e[a]-orb_e[b], s_orb)
assert abs(e2_det - e2_orb) < 1e-5

# ---- largest regularized factor over all gaps
x_star = brentq(lambda x: np.exp(x*x) - 1 - 2*x*x, 0.5, 2.0)
c_star = 2*x_star/(1+2*x_star**2)
gap_grid = np.linspace(1e-3, 10, 200001)
for s in (0.5, 3.0):
    largest = np.max(regularized_terms(1.0, gap_grid, s))
    assert abs(largest - c_star*np.sqrt(2*s)) < 1e-6

# ---- worked model: reference, intruder, two distant states
model_e = np.array([0.0, 0.02, 0.5, 1.5])
model_v = np.array([[0.00, 0.03, 0.05, 0.08],
                    [0.03, 0.00, 0.02, 0.02],
                    [0.05, 0.02, 0.00, 0.02],
                    [0.08, 0.02, 0.02, 0.00]])
model_h = np.diag(model_e) + model_v
gaps = model_e[0] - model_e[1:]
v0 = model_v[0, 1:]
exact = np.linalg.eigvalsh(model_h)[0]
s_list = [1.0, 10.0, 100.0, 1000.0, 10000.0]
model_flow = wegner_flow(model_h, s_list, method="LSODA",
                         rtol=1e-10, atol=1e-13)
assert abs(model_flow[-1][0, 0] - exact) < 1e-6
pt2_terms = v0**2/gaps
pt2 = pt2_terms.sum()
e2_s1 = regularized_terms(v0, gaps, 1.0)
dsrg_s1, _ = dsrg_solve(model_e, model_v, 1.0)

# is the intruder the cause of the overshoot? remove it and compare
rest = [0, 2, 3]
exact_rest = np.linalg.eigvalsh(model_h[np.ix_(rest, rest)])[0]
pt2_rest = pt2_terms[1:].sum()
assert abs(pt2_rest - exact_rest) < 0.1*abs(pt2 - exact)

# exact two-level flow of reference and intruder
two = model_h[:2, :2]
delta0, v_int = two[0, 0]-two[1, 1], two[0, 1]
omega2 = delta0**2 + 4*v_int**2
s_two = 100.0
two_s = wegner_flow(two, [s_two])[0]
delta_s = two_s[0, 0]-two_s[1, 1]
ratio_flow = (two_s[0, 1]/delta_s)/(v_int/delta0)
assert abs(ratio_flow - np.exp(-omega2*s_two)) < 1e-8

# two-state reference: diagonalize the near-degenerate block first
block_e, block_c = np.linalg.eigh(two)
mr_v = block_c[:, 0] @ model_h[:2, 2:]
mr_gaps = block_e[0] - model_e[2:]
mr_s1 = regularized_terms(mr_v, mr_gaps, 1.0).sum()
mr_inf = np.sum(mr_v**2/mr_gaps)
assert abs(block_e[0] + mr_inf - exact) < 1e-3
assert abs(block_e[0] + mr_s1 - exact) < abs(e2_s1.sum() - exact)

print("TESTS (random models, energies in Eh)")
print(f"largest error of Gaussian decay law: {err_decay:.1e} Eh")
print(f"largest error of second-order energies: {err_energy:.1e} Eh")
print(f"largest error of DSRG amplitudes: {err_amp:.1e}")
print(f"E2 at s={s_test} Eh^-2: formula {e2_test:.6f}, "
      f"flow {second[0, 0].real:.6f}, DSRG {e2_dsrg:.6f} Eh")
print(f"orbital E2 at s={s_orb} Eh^-2: formula {e2_orb:.6f}, "
      f"determinant flow {e2_det:.6f} Eh")
print(f"largest factor: x = {x_star:.4f}, c = {c_star:.4f}")
print("WORKED MODEL")
print("levels (Eh):", model_e)
print("couplings to reference (Eh):", v0)
print("each coupling among the other states (Eh):", model_v[1, 2])
for j in range(3):
    ratio = model_flow[0][0, j+1]/v0[j]
    print(f"state {j+1}, s=1 Eh^-2: exp(-s D^2) = "
          f"{np.exp(-gaps[j]**2):.4f}, full-flow ratio = {ratio:.4f}")
    print(f"   E2 term: s=1 {1e3*e2_s1[j]:.3f} mEh, "
          f"s=infinity {1e3*pt2_terms[j]:.3f} mEh")
print(f"cap on one term, V=0.03 Eh, s=1 Eh^-2: "
      f"{1e3*v_int**2*c_star*np.sqrt(2):.3f} mEh")
for s, h in zip(s_list, model_flow):
    print(f"s={s:7.0f} Eh^-2: E2(s) = "
          f"{1e3*regularized_terms(v0, gaps, s).sum():.3f} mEh, "
          f"full flow H_00 = {1e3*h[0, 0]:.3f} mEh")
print(f"E2 at s=infinity: {1e3*pt2:.3f} mEh")
print(f"lowest eigenvalue of model: {1e3*exact:.3f} mEh")
print(f"nonlinear DSRG energy at s=1 Eh^-2: {1e3*dsrg_s1:.3f} mEh")
print(f"intruder removed: E2(infinity) {1e3*pt2_rest:.3f} mEh, "
      f"eigenvalue {1e3*exact_rest:.3f} mEh")
print(f"two-level rates: D^2 = {delta0**2:.5f}, "
      f"Omega^2 = {omega2:.5f} Eh^2")
print(f"two-level s=100 Eh^-2: (v/delta) ratio from flow = "
      f"{ratio_flow:.5f}, exp(-Omega^2 s) = {np.exp(-omega2*s_two):.5f}")
print(f"   v(s)/v(0) from flow = {two_s[0, 1]/v_int:.5f}, "
      f"exp(-D^2 s) = {np.exp(-delta0**2*s_two):.5f}")
print(f"two-state reference energy: {1e3*block_e[0]:.3f} mEh")
print(f"   weights of states 0 and 1: {block_c[0, 0]**2:.4f}, "
      f"{block_c[1, 0]**2:.4f}")
print("   |couplings| to states 2, 3 (Eh):", np.round(np.abs(mr_v), 5))
print("   gaps to states 2, 3 (Eh):", np.round(mr_gaps, 5))
print(f"   E2: s=1 {1e3*mr_s1:.3f} mEh, s=infinity {1e3*mr_inf:.3f} mEh")
print(f"   total: s=1 {1e3*(block_e[0]+mr_s1):.3f} mEh, "
      f"s=infinity {1e3*(block_e[0]+mr_inf):.3f} mEh")
print(f"main result, one-state E2(s=1): {1e3*e2_s1.sum():.3f} mEh = "
      f"{EV_PER_HARTREE*e2_s1.sum():.4f} eV")
print("checks complete")
```

It prints:

```
TESTS (random models, energies in Eh)
largest error of Gaussian decay law: 2.0e-11 Eh
largest error of second-order energies: 1.2e-11 Eh
largest error of DSRG amplitudes: 1.1e-11
E2 at s=1.3 Eh^-2: formula -0.032272, flow -0.032272, DSRG -0.032272 Eh
orbital E2 at s=0.8 Eh^-2: formula -0.032596, determinant flow -0.032596 Eh
largest factor: x = 1.1209, c = 0.6382
WORKED MODEL
levels (Eh): [0.   0.02 0.5  1.5 ]
couplings to reference (Eh): [0.03 0.05 0.08]
each coupling among the other states (Eh): 0.02
state 1, s=1 Eh^-2: exp(-s D^2) = 0.9996, full-flow ratio = 0.9368
   E2 term: s=1 -0.036 mEh, s=infinity -45.000 mEh
state 2, s=1 Eh^-2: exp(-s D^2) = 0.7788, full-flow ratio = 0.7573
   E2 term: s=1 -1.967 mEh, s=infinity -5.000 mEh
state 3, s=1 Eh^-2: exp(-s D^2) = 0.1054, full-flow ratio = 0.1053
   E2 term: s=1 -4.219 mEh, s=infinity -4.267 mEh
cap on one term, V=0.03 Eh, s=1 Eh^-2: 0.812 mEh
s=      1 Eh^-2: E2(s) = -6.223 mEh, full flow H_00 = -6.198 mEh
s=     10 Eh^-2: E2(s) = -9.592 mEh, full flow H_00 = -9.444 mEh
s=    100 Eh^-2: E2(s) = -12.726 mEh, full flow H_00 = -13.237 mEh
s=   1000 Eh^-2: E2(s) = -34.047 mEh, full flow H_00 = -25.300 mEh
s=  10000 Eh^-2: E2(s) = -54.252 mEh, full flow H_00 = -25.338 mEh
E2 at s=infinity: -54.267 mEh
lowest eigenvalue of model: -25.338 mEh
nonlinear DSRG energy at s=1 Eh^-2: -2.254 mEh
intruder removed: E2(infinity) -9.267 mEh, eigenvalue -8.950 mEh
two-level rates: D^2 = 0.00040, Omega^2 = 0.00400 Eh^2
two-level s=100 Eh^-2: (v/delta) ratio from flow = 0.67032, exp(-Omega^2 s) = 0.67032
   v(s)/v(0) from flow = 0.94384, exp(-D^2 s) = 0.96079
two-state reference energy: -21.623 mEh
   weights of states 0 and 1: 0.6581, 0.3419
   |couplings| to states 2, 3 (Eh): [0.02887 0.05321]
   gaps to states 2, 3 (Eh): [-0.52162 -1.52162]
   E2: s=1 -2.513 mEh, s=infinity -3.458 mEh
   total: s=1 -24.136 mEh, s=infinity -25.081 mEh
main result, one-state E2(s=1): -6.223 mEh = -0.1693 eV
checks complete
```
